# Is the activation energy of vacancy diffusion the migration barrier?

## Question

I am modelling self-diffusion in an fcc crystal. An atom moves by hopping into a neighbouring vacancy, and for this hop I have a migration barrier of 0.8 eV. Transition-state theory says that the hop rate goes as $e^{-0.8\,\mathrm{eV}/k_BT}$. Should an Arrhenius plot of the tracer diffusion coefficient therefore have an activation energy of 0.8 eV? And does it matter whether the crystal was quenched or doped beforehand?

## Answer

Not in general, and the history can matter a great deal, if it fixes the number of vacancies. The barrier tells you how fast an atom hops once a vacancy is beside it. The diffusion coefficient also depends on how often a vacancy is there. If the vacancy population follows the temperature, its formation enthalpy enters the slope; if the population is fixed, it does not.

Define the activation energy as the local Arrhenius slope,

$$Q=-\frac{d\ln D}{d\beta},\qquad \beta=\frac{1}{k_BT}.$$

I assume constant pressure, dilute non-interacting vacancies, temperature-independent enthalpies and entropies, and a tracer that hops at the same rate as the host atoms. The small change of jump length with temperature is neglected.

### The hop rate

Take a path of length $s$ with potential $V(x)=\tfrac12H_m[1-\cos(2\pi x/s)]$. The atom sits at $x=0$ and the saddle, of height $H_m$, is at $x=s/2$. Transition-state theory takes the rate in one direction as the probability density at the saddle times the thermal average of the forward velocity, with backward motion counted as zero. It assumes no recrossing:

$$w=\sqrt{\frac{k_BT}{2\pi m}}\;\frac{e^{-\beta H_m}}{\int_{-s/2}^{s/2}e^{-\beta V(x)}dx}.$$

For $k_BT\ll H_m$ the integral comes from the bottom of the well, where $V\approx\tfrac12\kappa x^2$ with $\kappa=2\pi^2H_m/s^2$. It equals $\sqrt{2\pi k_BT/\kappa}$, so the temperature cancels from the prefactor:

$$w=\nu e^{-\beta H_m},\qquad \nu=\frac{1}{2\pi}\sqrt{\frac{\kappa}{m}}=\frac1s\sqrt{\frac{H_m}{2m}}.$$

So the hop rate does have slope $H_m$ in the harmonic limit. Integrating the full cosine well at 1000 K gives 0.797 eV instead of 0.800 eV, a negligible difference here.

### The supply of vacancies

Let $N$ atoms share $N+n$ sites, $n$ of them vacant. Each vacancy costs $G_f=H_f-TS_f$, apart from the entropy of arrangement. The statistical weight of $n$ vacancies is

$$W_n=\frac{(N+n)!}{N!\,n!}\,e^{-n\beta G_f}.$$

The most probable $n$ is where successive weights are equal:

$$\frac{W_{n+1}}{W_n}=\frac{N+n+1}{n+1}\,e^{-\beta G_f}=1.$$

For large $N$ and $n$ the fraction of vacant sites $c=n/(N+n)$ is therefore

$$c=e^{-\beta G_f}=e^{S_f/k_B}e^{-\beta H_f}.$$

This requires sources and sinks, such as surfaces, that can adjust $n$ as the temperature changes.

### From hops to diffusion

Each of the tracer's $z=12$ neighbour sites is vacant with probability $c$, so it makes $zcwt$ jumps in time $t$. The jumps are not independent: just after one, the vacancy is directly behind the tracer and may take it back.

Let $C=\langle\cos\theta\rangle$ be the mean cosine between successive jumps. By the symmetry of the fcc lattice, the average next jump is parallel to the last one, $\langle\mathbf r_{i+1}\rangle=C\mathbf r_i$. Every jump leaves the vacancy in the same relative position, so the argument repeats and $\langle\mathbf r_i\cdot\mathbf r_{i+k}\rangle=s^2C^k$. After many jumps,

$$\langle R^2\rangle=zcwt\,s^2\Big(1+2\sum_{k=1}^{\infty}C^k\Big)=zcwt\,s^2f,$$

$$f=1+\frac{2C}{1-C}=\frac{1+C}{1-C}.$$

In three dimensions $D=\langle R^2\rangle/6t$, hence

$$D=\frac z6\,f s^2cw=2fs^2cw.$$

The factor $f\approx0.78$ does not depend on temperature. It is set by which way the vacancy goes, and when all its hops have the same rate $w$, that rate cancels from the probabilities.

### Two histories, two slopes

**Equilibrium vacancies.** Insert $c$ and $w$ and take the logarithm:

$$\ln D=\ln(2fs^2\nu)+\frac{S_f}{k_B}-\beta H_f-\beta H_m.$$

The first two terms are constant, so

$$Q=H_f+H_m.$$

A positive formation entropy raises the prefactor but leaves the slope unchanged.

**Quenched vacancies.** If the fraction stays at its value $c_q$ from the quench temperature, then $\ln D=\ln(2fs^2\nu c_q)-\beta H_m$, and

$$Q=H_m.$$

The formation enthalpy has not vanished: it is hidden in $c_q$, and so in the prefactor.

The effect of the vacancy supply was also tested without assuming $D\propto c$, on a small periodic square lattice including every arrangement of vacancies around a tracer. At a given vacancy fraction all rates there were proportional to $w$, so $D\propto w$ was built in. With a vacancy reservoir the slope at 1000 K was 1.997 eV; with the populations frozen it was 0.797 eV. The difference is the formation enthalpy used, 1.2 eV. Both lie 3 meV below the harmonic values because the cosine-well rate was used.

### Numbers for your barrier

Take a model crystal with $H_m=0.8$ eV, $H_f=1.2$ eV, $S_f=1.5\,k_B$, $s=0.25$ nm and an effective mass of 50 u. This gives $\nu=3.51\times10^{12}\ \mathrm{s^{-1}}$.

At 1000 K, $c=4.015\times10^{-6}$ and $w=3.266\times10^{8}\ \mathrm{s^{-1}}$, so

$$D=2(0.7814)(0.25\times10^{-9}\,\mathrm m)^2(4.015\times10^{-6})(3.266\times10^{8}\,\mathrm{s^{-1}})=1.28\times10^{-16}\ \mathrm{m^2/s}.$$

At 1200 K the same product gives $6.13\times10^{-15}\ \mathrm{m^2/s}$. The two-point slope is

$$Q=\frac{k_B\ln(6.130\times10^{-15}/1.281\times10^{-16})}{1/1000\,\mathrm K-1/1200\,\mathrm K}=2.00\ \mathrm{eV}.$$

Between these temperatures the hop rate grows by a factor of 4.7 and the vacancy fraction by a factor of 10.2. The larger part of the slope comes from the supply.

Now quench ideally from 1200 K, keeping $c_q=4.09\times10^{-5}$, and measure at 350 and 400 K. The diffusion coefficients are $4.24\times10^{-23}$ and $1.17\times10^{-21}\ \mathrm{m^2/s}$, and

$$Q=\frac{k_B\ln(1.169\times10^{-21}/4.244\times10^{-23})}{1/350\,\mathrm K-1/400\,\mathrm K}=0.80\ \mathrm{eV}.$$

The prefactor has dropped from $1.5\times10^{-6}$ to $1.4\times10^{-11}\ \mathrm{m^2/s}$, since $c_q$ has replaced $e^{S_f/k_B}$. Yet at 400 K the quenched crystal diffuses about $10^{10}$ times faster than the equilibrated one would: a lower slope and a smaller prefactor do not by themselves say which diffusion is faster.

Using the barrier alone to extrapolate equilibrium data from $T_1$ down to $T_2$ omits the loss of vacancies. It overestimates $D$ by

$$\exp\!\left[\frac{H_f}{k_B}\left(\frac1{T_2}-\frac1{T_1}\right)\right],$$

which is a factor of 331 from 1200 to 800 K in this model.

### How long does "frozen" last?

Vacancies disappear when they reach sinks. A lone vacancy has 12 equally likely hops, uncorrelated in direction, so its own diffusivity is $D_v=zws^2/6=2s^2w$. Its activation energy is $H_m$ whatever the history of the crystal.

Suppose the sinks are parallel planes a distance $\ell$ apart. The excess vacancy fraction obeys $\partial_tc=D_v\partial_x^2c$, vanishes at the planes and is initially uniform. Its sine expansion contains odd $j$, with coefficients $4/(\pi j)$ relative to the initial value. Mode $j$ decays at the rate $j^2\pi^2D_v/\ell^2$, and the average of $\sin(j\pi x/\ell)$ across the gap is $2/(\pi j)$. The surviving fraction is thus

$$\sum_{j\ \mathrm{odd}}\frac{8}{\pi^2j^2}e^{-j^2t/\tau},\qquad \tau=\frac{\ell^2}{\pi^2D_v}.$$

For $\ell=100$ µm, $\tau=2.8\times10^7$ s at 400 K, and 99.2% of the excess survives one hour, averaged across the gap. This spacing is generous. Since $\tau\propto\ell^2$, sinks 1 µm apart give $\tau=2.8\times10^3$ s, and only 22% survives the hour. The quench itself must be fast compared with $\tau$ at 1200 K, about 5 s for $\ell=100$ µm. A free surface is also a sink. In that hour at 400 K the depleted layer $\sqrt{D_vt}$ is 0.36 µm deep, while the tracer spreads only $\sqrt{2Dt}\approx3$ nm, so the frozen limit applies to a tracer far from sinks, not to one deposited on the surface. At 1000 K, $\tau$ is 25 s, so for most of an hour-long measurement the vacancy fraction is close to equilibrium. For the crystal quenched from 1200 K the early excess still raises the hour-averaged $D$ by 5% and lowers its slope to about 1.9 eV. At intermediate temperatures the population can change during the measurement; then $D$ depends on time as well as temperature, and neither simple slope need appear. If the excess anneals out early but still dominates the total motion, its contribution to $\int D\,dt$ is about $fc_q\ell^2/12$ whatever the temperature. The slope of the hour-averaged $D$ then falls far below $H_m$, to 0.10–0.15 eV at 700–800 K in this model. Clustering of vacancies, neglected here, can also spoil the frozen limit if the vacancies bind strongly enough.

### What doping does

Doping can fix the vacancy number when the defects are charged and neutrality ties them to the dopant; the argument below does not apply to solutes in a metal. Consider a crystal of monovalent ions in which cation and anion vacancies form together as Schottky pairs, with $G_S=H_S-TS_S$ per pair. Let each sublattice have $M$ sites, with $n_c$ cation and $n_a$ anion vacancies. Adding one pair multiplies the statistical weight by

$$\frac{M-n_c}{n_c+1}\,\frac{M-n_a}{n_a+1}\,e^{-\beta G_S}.$$

Setting this to one, for large numbers but small fractions, gives

$$c_cc_a=K,\qquad K=e^{S_S/k_B}e^{-\beta H_S}.$$

Let a fraction $d$ of the cation sites hold dopants with one extra positive charge, not bound to vacancies. A cation vacancy counts as one negative charge and an anion vacancy as one positive charge. Neutrality requires $c_c-c_a=d$, so $c_c(c_c-d)=K$. Differentiate at fixed $d$:

$$(2c_c-d)\,dc_c=dK.$$

Divide by $K=c_cc_a$ and use $2c_c-d=c_c+c_a$:

$$\frac{d\ln c_c}{d\ln K}=\frac{c_a}{c_c+c_a}.$$

Since $d\ln K/d\beta=-H_S$, cation diffusion has

$$Q=H_m+H_S\frac{c_a}{c_c+c_a}.$$

In the pure crystal $c_a=c_c$, giving $Q=H_m+H_S/2$. When the dopant controls the cation vacancies, $c_a\ll c_c$ and $Q\to H_m$.

For $H_m=0.8$ eV, $H_S=2.4$ eV, $S_S=3\,k_B$ and $d=10^{-6}$, the slope is 1.99 eV at 1200 K and 0.80 eV at 700 K. At 900 K the crystal is between the two regimes:

$$Q=0.8+2.4\,\frac{0.490}{1.490+0.490}=1.39\ \mathrm{eV}.$$

An intermediate slope therefore need not signal a new barrier.

Doping has to fix the right vacancies, however. A divalent anion on an anion site brings one extra negative charge, which an anion vacancy can compensate. This case is described by $d<0$, with $|d|$ the doped fraction of anion sites. When the dopant controls the anion vacancies, $c_a\gg c_c$ and cation diffusion tends to $Q=H_m+H_S$, more than in the pure crystal. Binding between dopants and vacancies would also make the number of free vacancies depend on temperature, so the slope need not be just $H_m$. A Coulomb estimate for a nearest-neighbour pair in an ionic crystal is about 0.6 eV. With that binding, 12 orientations per pair and only free vacancies counted, the slope at 700 K rises from 0.80 to about 0.89 eV for $d=10^{-6}$, and to about 1.07 eV for $d=10^{-4}$.

For your Arrhenius plot, then, 0.8 eV is the expected slope if the relevant vacancy fraction stays fixed throughout the measurements. If the crystal is undoped, has a single kind of vacancy and re-equilibrates at each temperature, add the vacancy formation enthalpy. For cation diffusion in the ionic crystal with equilibrated Schottky pairs, add the second term of the formula for $Q$ above. The values used here are collected in the numerical output below.

## Computed results

```
Migration enthalpy Hm = 0.80 eV
Formation enthalpy Hf = 1.20 eV; entropy Sf = 1.5 k
Jump length = 0.25 nm; effective mass = 50 u
Sink spacing = 100 micrometre
Attempt frequency = 3.514e+12 1/s
Quadrature/harmonic rate at 1000 K = 0.9695
Slope of quadrature rate at 1000 K = 0.7968 eV
Correlation factor, 216 sites = 0.78644
Correlation factor, 729 sites = 0.78291
Correlation factor, 1728 sites = 0.78207
Correlation factor, extrapolated = 0.7814
Small lattice with reservoir, Q = 1.9968 eV
Small lattice frozen, Q = 0.7968 eV
400 K: equilibrium vacancy fraction = 3.405e-15
400 K: jump rate = 2.926e+02 1/s
400 K: equilibrium D = 9.732e-32 m^2/s
800 K: equilibrium vacancy fraction = 1.235e-07
800 K: jump rate = 3.207e+07 1/s
800 K: equilibrium D = 3.869e-19 m^2/s
1000 K: equilibrium vacancy fraction = 4.015e-06
1000 K: jump rate = 3.266e+08 1/s
1000 K: equilibrium D = 1.281e-16 m^2/s
1200 K: equilibrium vacancy fraction = 4.089e-05
1200 K: jump rate = 1.535e+09 1/s
1200 K: equilibrium D = 6.130e-15 m^2/s
Equilibrium: Q from 1000 and 1200 K = 2.000 eV
Equilibrium prefactor = 1.538e-06 m^2/s
Frozen vacancy fraction from 1200 K = 4.089e-05
350 K: frozen-vacancy D = 4.244e-23 m^2/s
400 K: frozen-vacancy D = 1.169e-21 m^2/s
Frozen: Q from 350 and 400 K = 0.800 eV
Frozen prefactor = 1.404e-11 m^2/s
Frozen/equilibrium D at 400 K = 1.201e+10
400 K: vacancy diffusivity = 3.658e-17 m^2/s
400 K: vacancy decay time = 2.770e+07 s
1000 K: vacancy diffusivity = 4.082e-11 m^2/s
1000 K: vacancy decay time = 2.482e+01 s
Vacancies kept after 1 h at 400 K = 99.18 percent
Wrong D at 800 K using Hm only = 1.281e-16 m^2/s
Overestimate at 800 K = factor 331.0
Schottky Hs = 2.40 eV; Ss = 3.0 k; dopant = 1.0e-06
Doped 1200 K: cc = 4.140e-05, ca = 4.040e-05
  Q formula = 1.9853 eV; Q counted = 1.9853 eV
Doped 900 K: cc = 1.490e-06, ca = 4.901e-07
  Q formula = 1.3940 eV; Q counted = 1.3940 eV
Doped 700 K: cc = 1.000e-06, ca = 1.056e-10
  Q formula = 0.8003 eV; Q counted = 0.8003 eV
```
